\section*{Choosing Scattering and History Settings in Electron-Beam Monte Carlo}

\section{A beam with one deflection angle}

Let electrons enter a uniform target along the depth axis, keep their energy, and turn through the same angle $\theta_0$ at every collision. Let $u$ be the cosine of the angle between the flight direction and the depth axis. If the azimuth $\phi$ about the old direction is uniform, a collision gives
\begin{equation}
u'=u\cos\theta_0+\sqrt{1-u^2}\,\sin\theta_0\cos\phi .
\label{turn}
\end{equation}
The average of $\cos\phi$ is zero, so on average $u$ is multiplied by $1-x_0$, with $x_0=1-\cos\theta_0$. After $m$ collisions the mean is $(1-x_0)^m$. If $m$ is Poisson distributed with mean $K$,
\begin{equation}
\langle u\rangle=\sum_{m=0}^{\infty}e^{-K}\frac{K^m}{m!}(1-x_0)^m
=e^{-K}e^{K(1-x_0)}=e^{-Kx_0}.
\label{simple}
\end{equation}
The beam loses its direction through the product of collision number and mean $1-\cos\theta$. In a real exposure the angle is random, and both factors change as the electron slows.

An electron-beam simulator treats this through three settings: the elastic scattering law, the treatment of energy loss between collisions, and the number of histories. The choice analysed here is screened-Rutherford scattering with continuous slowing down. The target is amorphous and unbounded, inelastic events remove energy without deflection, and relativity, energy straggling and secondary electrons are left out. Formulas are in atomic units ($\hbar=m=e=4\pi\varepsilon_0=1$), so $E=k^2/2=v^2/2$.

\section{The elastic law}

The nucleus of charge $Z$, screened by its electrons, is represented by $V(r)=-(Z/r)e^{-r/a}$. The length $a=(9\pi^2/128)^{1/3}Z^{-1/3}$ is the Thomas--Fermi scale; using it in an exponential is a model choice. The total cross section, and with it the mean free path and collision number found below, is sensitive to this choice and can differ by tens of percent for a real atom, whereas the rate of direction loss depends on the screening only through a logarithm. With momentum transfer $q$, the first Born amplitude is
\begin{align}
f&=-\frac1{2\pi}\int e^{i\mathbf q\cdot\mathbf r}V\,d^3r
=\frac{2Z}{q}\int_0^\infty e^{-r/a}\sin(qr)\,dr\nonumber\\
&=\frac{2Z}{q}\,\mathrm{Im}\,\frac1{a^{-1}-iq}
=\frac{2Z}{q^2+a^{-2}} .
\end{align}
The angular integral supplied $4\pi\sin(qr)/(qr)$. Elastic scattering keeps $k$ fixed, so $q^2=2k^2(1-\cos\theta)=2k^2x$. Define $\alpha$ by $4k^2\alpha=a^{-2}$. Then
\begin{equation}
\alpha=\frac1{8Ea^2},\qquad
\frac{d\sigma}{d\Omega}=|f|^2=\frac{Z^2}{4E^2(x+2\alpha)^2}.
\end{equation}
Because $d\Omega=2\pi\,dx$ after the azimuthal integral, and
\begin{equation}
\int_0^2\frac{dx}{(x+2\alpha)^2}
=\frac1{2\alpha}-\frac1{2+2\alpha}=\frac1{2\alpha(1+\alpha)},
\label{norm}
\end{equation}
the total cross section and normalized density are
\begin{equation}
\sigma=\frac{\pi Z^2}{4E^2\alpha(1+\alpha)},\qquad
p(x)=\frac{2\alpha(1+\alpha)}{(x+2\alpha)^2}.
\end{equation}

This law needs a small Born parameter $Z/k$. For a model target with $Z=6$ it is 0.22 at 10 keV and 0.40 at 3 keV, so the low-energy end is the less secure. A heavier target or a lower final energy calls for cross sections computed from partial waves.

\section{Drawing the angle}

The probability of a deflection smaller than $x$ is
\begin{equation}
F(x)=2\alpha(1+\alpha)\left[\frac1{2\alpha}-\frac1{x+2\alpha}\right]
=\frac{(1+\alpha)x}{x+2\alpha}.
\end{equation}
Set $F=R$, with $R$ uniform on $[0,1)$. Then $(1+\alpha)x=Rx+2\alpha R$, and
\begin{equation}
x=\frac{2\alpha R}{1+\alpha-R}.
\label{sample}
\end{equation}
Since $F$ increases, the event $x(R)\le X$ is the event $R\le F(X)$, whose probability is $F(X)$. The draw therefore follows the model law without rejection or an angular table. Small $R$ means small angle. For the turn in (\ref{turn}), $\sin\theta=\sqrt{x(2-x)}$ avoids subtracting two nearly equal numbers when $\theta$ is small.

At 10 keV, $\alpha=0.001433$. The median draw, $R=0.5$, gives
\begin{equation}
x=\frac{2(0.001433)(0.5)}{1.001433-0.5}=0.00286,
\end{equation}
or $4.3^\circ$. For $R=0.9$ and $0.99$ the angles are $12.9^\circ$ and $41.2^\circ$: most collisions are gentle, with a long tail.

\section{The angular mean and its two limits}

Put $y=x+2\alpha$ and $L=\ln(1+1/\alpha)$. The limits are $2\alpha$ and $2+2\alpha$, so $\int dy/y=L$, while $\int dy/y^2$ is given by (\ref{norm}). Hence
\begin{align}
\langle x\rangle&=2\alpha(1+\alpha)\int\frac{y-2\alpha}{y^2}\,dy
=2\alpha(1+\alpha)\left[L-\frac1{1+\alpha}\right]\nonumber\\
&=2\alpha[(1+\alpha)L-1],\label{mean}\\
\langle x^2\rangle&=2\alpha(1+\alpha)\int
\left(1-\frac{4\alpha}{y}+\frac{4\alpha^2}{y^2}\right)dy\nonumber\\
&=2\alpha(1+\alpha)\left[2-4\alpha L+\frac{2\alpha}{1+\alpha}\right]\nonumber\\
&=4\alpha[1+2\alpha-2\alpha(1+\alpha)L].
\end{align}

For $\alpha\to0$, $\langle x\rangle\simeq2\alpha[\ln(1/\alpha)-1]$ and $\langle x^2\rangle\simeq4\alpha$. For $\alpha\to\infty$, (\ref{sample}) becomes $x=2R$, which is isotropic scattering. Correspondingly, $L=1/\alpha-1/(2\alpha^2)+\cdots$ gives $(1+\alpha)L-1\simeq1/(2\alpha)$ and $\langle x\rangle\to1$.

At 10 keV, $L=6.549$ and
\begin{equation}
\langle x\rangle=0.002866\,(1.001433\times6.549-1)=0.01593 .
\end{equation}
One million draws gave $0.01603\pm0.00007$, where the uncertainty is one standard error. The difference is about 1.4 standard errors.

\section{The energy-loss law}

Let $S=-dE/ds$ be the energy lost per unit path in a target of atom density $n$. Divide the losses at an energy $W_c$ well above the atomic excitation energies and well below $E$.

For a distant collision exciting state $j$ by $W_j$, the Born amplitude has magnitude $2|F_j|/q^2$, where $F_j=\langle j|\sum_i e^{i\mathbf q\cdot\mathbf r_i}|0\rangle$. With final momentum $k'$, the flux factor is $k'/k$ and $d\Omega=2\pi q\,dq/(kk')$. Thus
\begin{equation}
d\sigma_j=\frac{8\pi}{v^2}|F_j|^2\frac{dq}{q^3},\qquad
W_jd\sigma_j=\frac{4\pi}{v^2}f_j\frac{dq}{q},
\end{equation}
with $f_j=2W_j|F_j|^2/q^2$. At small $q$, $|F_j|=q|D_{j0}|$, where $D=\sum_i z_i$ along $\mathbf q$. The identity $\langle[D,[H,D]]\rangle=2\sum_jW_j|D_{j0}|^2$ and $[z,[p^2/2,z]]=1$ give $\sum_jf_j=Z$. The sum is the same at every $q$: with $F=\sum_i e^{i\mathbf q\cdot\mathbf r_i}$, the kinetic energy gives $[F^\dagger,[H,F]]=Zq^2$, and for a spherical atom, where $\mathbf q$ and $-\mathbf q$ are equivalent, the ground-state mean of the left side is $2\sum_jW_j|F_j|^2$.

The smallest transfer is $k-k'\simeq W_j/v$. The upper limit is $\sqrt{2W_c}$, the momentum of a free electron that has received $W_c$. Split the range at a $q_1$ small enough for the dipole form but above the values $W_j/v$. Below $q_1$ the $f_j$ are constant and the integral gives $\sum_jf_j\ln(q_1v/W_j)$. Above $q_1$ only their sum matters, giving $Z\ln(\sqrt{2W_c}/q_1)$. In the total $q_1$ cancels. With $f_j$ now the small-$q$ values, and $J$ defined by $Z\ln J=\sum_jf_j\ln W_j$, the distant loss per atom is
\begin{equation}
\frac{4\pi}{v^2}\sum_jf_j\ln\frac{v\sqrt{2W_c}}{W_j}
=\frac{\pi Z}{E}\ln\frac{4EW_c}{J^2}.
\end{equation}

In close collisions the atomic electrons act as free electrons at rest. Direct and exchange amplitudes are proportional to $A=1/W$ and $B=1/(E-W)$; their relative Coulomb phase is neglected at high speed. Singlet and triplet weights give $\frac14(A+B)^2+\frac34(A-B)^2=A^2+B^2-AB$. The direct term has prefactor $\pi/E$, from $8\pi\,dq/(v^2q^3)$ with $q^2=2W$. The faster outgoing electron is followed, so $W\le E/2$. For $W_c\ll E$,
\begin{align}
\int_{W_c}^{E/2}\frac{dW}{W}&=\ln\frac{E}{2W_c},\nonumber\\
\int_0^{E/2}\frac{W\,dW}{(E-W)^2}
&=\left[\frac{E}{E-W}+\ln(E-W)\right]_0^{E/2}=1-\ln2,\nonumber\\
\int_0^{E/2}\frac{dW}{E-W}&=\ln2 .
\end{align}
The close loss is therefore $(\pi Z/E)[\ln(E/8W_c)+1]$. In the sum $W_c$ cancels. With $e=2.718\ldots$ (Euler's number, not the charge) inside the logarithm,
\begin{equation}
S=\frac{\pi nZ}{E}\ln\frac{eE^2}{2J^2}
=\frac{2\pi nZ}{E}\ln\left(\sqrt{\frac e2}\,\frac EJ\right).
\label{stop}
\end{equation}

This law requires $E\gg J$; continuing it down to $E\approx J$ would make the loss vanish and then change sign. Integrating the two parts numerically for a model atom with two oscillator strengths, held constant in $q$, at 10 keV, with $W_c=E/10$, gave 1.009 times (\ref{stop}). The excess comes mainly from the finite ratio $W_c/E$; the exact minimum transfer $k-k'$, used in place of $W_j/v$, offsets a small part of it. In the asymptotic regime the ratio was 1.0002.

\section{Coupling angle and energy}

Energy falls steadily along the path, so $ds=-dE/S$. With $c=\sqrt{e/2}$ and $t=cE/J$, the path from $E_0$ to $E$ is
\begin{equation}
s=\int_E^{E_0}\frac{dE'}{S(E')}
=\frac{(J/c)^2}{2\pi nZ}\int_{cE/J}^{cE_0/J}\frac{t\,dt}{\ln t}.
\end{equation}
Substituting $w=2\ln t$ turns $t\,dt/\ln t$ into $e^w\,dw/w$, so the last integral is $\mathrm{Ei}(2\ln t)$ between its limits.

A collision occurs in $ds$ with probability $n\sigma\,ds$. Define the expected collision number
\begin{equation}
K(E)=\int_E^{E_0}\frac{n\sigma(E')}{S(E')}\,dE'.
\end{equation}
Then $n\sigma\,ds=dK$, and the chance of no collision over an increment $\Delta K$ is $e^{-\Delta K}$. Equating it to a uniform random number $R'$ on $(0,1]$ gives $\Delta K=-\ln R'$. Add this to $K$, invert a table of $K(E)$ for the new energy, advance the depth by $u\,\Delta s$, and draw the angle at that energy. Apart from table interpolation, this samples the continuous-loss model without freezing the energy during a flight.

If a simulator does freeze it, the relevant ratio is the energy lost in one mean free path divided by $E$. In the example below it is $3.894\times24.48/10000=0.95\%$ at the start and $9.843\times7.367/3000=2.4\%$ at the end. For small $\alpha$, $\sigma$ varies as $1/E$ and $\sigma\langle x\rangle$ as $1/E^2$ apart from a logarithm. The collision rate at the end of such a flight is thus wrong by about this fraction, and the rate of direction loss by a little less than twice as much, because of the logarithm.

The argument leading to (\ref{simple}) now applies to each path element. The new angle is independent of the old direction at given energy, so
\begin{equation}
\frac{d\langle u\rangle}{ds}=-n\sigma\langle x\rangle\langle u\rangle,
\qquad
\langle u\rangle_E=\exp\left[-\int_E^{E_0}
\frac{n\sigma\langle x\rangle}{S}\,dE'\right].
\label{direction}
\end{equation}
The mean depth is $\int\langle u\rangle\,ds$. Since $S$ is proportional to $n$, density cancels from $K(E)$ and from (\ref{direction}). At fixed composition and $J$, a denser target shortens all lengths but leaves the direction distribution at a given energy unchanged.

\section{A 10 keV example}

Take round model parameters $Z=6$, $n=100$ atoms/nm$^3$ and $J=80$ eV, and follow electrons from 10 to 3 keV. The transport mean free path, $1/(n\sigma\langle x\rangle)$, is $24.48/0.01593\simeq1536$ nm at the start and 176 nm at the end. The path is 1271 nm ($1.271\,\mu$m), with 81.7 expected collisions.

The exponent in (\ref{direction}) is 2.043, hence $\langle u\rangle=e^{-2.043}=0.130$. Holding the scattering at its initial strength over the same path would give $e^{-1271/1536}=0.437$. The increased scattering at lower energy supplies about 1.22 of the exponent 2.04, so the energy must be updated along the history.

Two simulations test the integrals. The collision-number method gave $\langle u\rangle=0.130\pm0.003$ and a mean depth of $730.1\pm1.7$ nm. Short path steps, with collision probability $n\sigma\Delta s$ in each, gave $0.128\pm0.004$ and $730.7\pm2.4$ nm. The integral for the depth is 728.8 nm ($0.729\,\mu$m). All four results lie within about one standard error of the integrals. These averages belong to the unbounded target: they include electrons that turn back through the entrance plane. At a real surface such electrons can escape, and the mean depth of those that remain is larger.

\section{How many histories}

For $N$ independent samples of any quantity $g$ with finite variance,
\begin{equation}
\mathrm{Var}(\bar g)=\frac1{N^2}\sum_{i=1}^N\mathrm{Var}(g_i)
=\frac{\mathrm{Var}(g)}N .
\end{equation}
The root-mean-square (rms) error is therefore $\mathrm{sd}(g)/\sqrt N$, where sd is the standard deviation. Halving it takes four times as many histories. The prefactor depends on the quantity wanted.

For the single-collision mean at 10 keV, $\mathrm{sd}(x)=0.0734$, more than four times the mean. A relative standard error of 1\% needs
\begin{equation}
N=\left(\frac{0.073392}{0.01\times0.015930}\right)^2\simeq2.1\times10^5
\end{equation}
draws. For $\alpha\to0$ the relative variance grows as $1/\{\alpha[\ln(1/\alpha)-1]^2\}$, so a more forward-peaked law needs more draws.

The following results use 1000 repeated samples at each $N$. Coverage is the fraction of nominal 95\% intervals, mean $\pm1.96$ estimated standard errors, that contain the true mean.

\begin{center}
\begin{tabular}{rccc}
$N$ & rms error & predicted & coverage\\
100 & 0.00743 & 0.00734 & 0.762\\
400 & 0.00369 & 0.00367 & 0.869\\
1600 & 0.00185 & 0.00184 & 0.916\\
6400 & 0.00094 & 0.00092 & 0.928
\end{tabular}
\end{center}

The fitted exponent is $-0.498$, in agreement with $-1/2$, yet the intervals are too short at small $N$. The cause is the large-angle tail. Deflections beyond $90^\circ$ have probability $1-F(1)=\alpha/(1+2\alpha)=0.00143$. At leading order in $\alpha$ they contribute $\int_1^2 2\alpha\,dx=2\alpha$ to $\langle x^2\rangle\simeq4\alpha$, which is half. A sample of 100 contains none of them with probability $(1-0.00143)^{100}\simeq0.87$. These backward events are only part of the cause. By the same estimate, deflections between $30^\circ$ ($x=0.134$) and $90^\circ$ carry $2\alpha(1-0.134)/4\alpha\simeq43\%$ of $\langle x^2\rangle$, yet since $1-F(x)=\alpha(2-x)/(x+2\alpha)$ a sample of 100 holds only about two of them. A sample short of large deflections has both a low mean and a low estimated variance. In the repeated samples at $N=100$, every interval that missed lay below the true mean. A broad law with $\alpha=2$ gave coverage 0.950 at the same $N$.

A practical condition for trusting an estimated error of the angular mean is thus $N\alpha\gg1$. At $N=6400$, where $N\alpha\simeq9$, coverage is close to 95\%. With 1000 repeats the tabulated 0.928 has a sampling error of about 0.008, so it does not determine the size of any remaining shortfall.

Final direction and depth have their own requirements. Since $-1\le u\le1$, $\mathrm{Var}(u)\le1$ and the standard error of its mean cannot exceed $1/\sqrt N$. The collision-number simulation used 40\,000 histories, so $\mathrm{sd}(u)=0.00284\sqrt{40000}=0.57$. An absolute error of 0.01 in $\langle u\rangle$ needs about $(0.57/0.01)^2\simeq3200$ histories; a relative error of 1\% needs about $1.9\times10^5$, because the mean itself is small. For the depth, $\mathrm{sd}=1.70\sqrt{40000}=340$ nm, and 1\% of 729 nm needs only about $(340/7.29)^2\simeq2200$. The history count should therefore be set from a pilot run for the quantity to be reported, with its error stated as absolute or relative. The pilot run must itself be long enough to sample the rare events that dominate the variance; for the angular mean this again means $N\alpha\gg1$. A shorter one tends to give too low a count.

More histories do not reduce model error. The neglected deflections by atomic electrons scale roughly as $Z$, against $Z^2$ for the nucleus. If all other factors are taken as equal, their relative size is $1/Z\simeq17\%$ here. Raising the exponent 2.04 by that fraction would lower $\langle u\rangle$ by roughly 30\%. This is a rough size estimate, not a correction, but it warns that a statistical error of 1\% in $\langle u\rangle$ may be much smaller than the error of the model itself. Further values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Atomic number Z: 6
Atom density: 100 nm^-3
Mean excitation energy J: 80 eV
Screening length a: 0.02578 nm
Energy: 10000 eV
  Born parameter Z/k: 0.221
  alpha: 0.001433
  elastic cross section: 4.0857e-04 nm^2
  elastic mean free path: 24.476 nm
  mean 1-cos(theta): 0.015930
  transport mean free path: 1536.4 nm
  stopping power: 3.894 eV/nm
Energy: 3000 eV
  Born parameter Z/k: 0.404
  alpha: 0.004776
  elastic cross section: 1.3574e-03 nm^2
  elastic mean free path: 7.367 nm
  mean 1-cos(theta): 0.041786
  transport mean free path: 176.3 nm
  stopping power: 9.843 eV/nm
Angle at 10000 eV for R=0.5: 4.332 degrees
Angle at 10000 eV for R=0.9: 12.948 degrees
Angle at 10000 eV for R=0.99: 41.249 degrees
Stopping check, numerical/formula, 10 keV: 1.00935
Stopping check, asymptotic energy: 1.000153
Path length to 3000 eV: 1271.05 nm
Expected collisions: 81.729; simulated: 81.685
Deflection exponent: 2.04333
Mean direction cosine, integral: 0.12960
  clock simulation: 0.13024 +/- 0.00284
  short-step simulation: 0.12826 +/- 0.00402
  scattering frozen at 10000 eV: 0.43724
Mean depth, integral: 728.82 nm
  clock: 730.05 +/- 1.70 nm
  short-step: 730.72 +/- 2.40 nm
Histories: clock 40000, short-step 20000
Short path step: 0.5084 nm
Standard deviation of 1-cos(theta), 10000 eV: 0.073392
Mean from 1000000 draws: 0.016032 +/- 0.000073
Draws for 1% relative standard error: 212250
N=100: rms 0.007427, predicted 0.007339, coverage 0.762
N=400: rms 0.003686, predicted 0.003670, coverage 0.869
N=1600: rms 0.001848, predicted 0.001835, coverage 0.916
N=6400: rms 0.000937, predicted 0.000917, coverage 0.928
Fitted error exponent: -0.4978
Missed intervals lying too low, N=100: 1.000
Control coverage, alpha=2, N=100: 0.950
Direction batch 25: rms 0.11254, predicted 0.11350
Direction batch 100: rms 0.05579, predicted 0.05675
Direction batch 400: rms 0.02624, predicted 0.02837
\end{verbatim}
